# Ward-Dutton transcapacitances of a saturated long-channel MOSFET

## The question

An n-channel transistor is biased in saturation. If its drain voltage is raised slowly, the ideal model predicts no intrinsic gate current. If its gate voltage is raised at the same rate, the changing channel charge contributes to the drain current. The coupling between the same two terminals therefore depends on which one is driven.

The task is to find both responses. Since the channel charge is supplied by source and drain together, this first requires a rule for dividing it between them.

## Model and conventions

The channel runs from the source, $x=0$, to the drain, $x=L$, and has width $W$. The assumptions are:

- The channel is long, with potential varying slowly along $x$.
- It is in strong inversion, and electrons move by drift with constant mobility $\mu$.
- The depletion charge is fixed, so the threshold voltage $V_T$ is constant.
- Overlap and fringing capacitances are left out.

Let $C_{ox}$ be the oxide capacitance per area and $C=WLC_{ox}$ the total. With $V(x,t)$ the channel potential relative to the source, define the local overdrive and the mobile charge per area:

$$u=V_{GS}-V_T-V,\qquad Q_i'=-C_{ox}u .$$

The end values are $s=V_{GS}-V_T$ at the source and $d=V_{GD}-V_T$ at the drain.

Terminal currents are positive into the device. Capacitances are defined by

$$C_{ij}=-\frac{\partial Q_i}{\partial V_j}\quad(i\ne j),\qquad C_{ii}=\frac{\partial Q_i}{\partial V_i}.$$

The first index names the charge and the second the voltage that is varied. Thus $C_{gd}$ is the response of the gate charge to the drain voltage, and $C_{dg}$ is the response of the drain charge to the gate voltage.

## Where the partition comes from

Let $I(x,t)$ be the conventional current flowing from drain towards source. Drift gives $I=\mu WC_{ox}u\,\partial V/\partial x$. The gate voltage does not vary along $x$, so $\partial V/\partial x=-\partial u/\partial x$ and

$$I=-\mu WC_{ox}\,u\frac{\partial u}{\partial x}
=-\frac{\mu WC_{ox}}{2}\frac{\partial u^2}{\partial x}. \tag{1}$$

In a slice from $x$ to $x+dx$, current enters at $x+dx$ and leaves at $x$. Charge conservation therefore reads

$$W\frac{\partial Q_i'}{\partial t}=\frac{\partial I}{\partial x}. \tag{2}$$

At the ends, $I(L)=i_D$ and $I(0)=-i_S$. Average (1) over the channel:

$$\frac1L\int_0^L I\,dx=\frac{\mu WC_{ox}}{2L}(s^2-d^2)\equiv I_T. \tag{3}$$

This is the steady-current formula evaluated with the instantaneous end values, whatever the profile between them. Now integrate (2) from $x$ to $L$:

$$I(x)=i_D-W\int_x^L\frac{\partial Q_i'(x')}{\partial t}\,dx'.$$

Average this over $x$ and exchange the order of integration. A given $x'$ is counted for every $x$ between $0$ and $x'$, which gives it the weight $x'/L$. Hence

$$i_D=I_T+\frac{dQ_D}{dt},\qquad Q_D=W\int_0^L\frac{x}{L}\,Q_i'\,dx. \tag{4}$$

Integrating (2) from $0$ to $x$ instead gives $I(x)=-i_S+W\int_0^x(\partial Q_i'/\partial t)\,dx'$. Each $x'$ is now counted for $x$ between $x'$ and $L$, so

$$i_S=-I_T+\frac{dQ_S}{dt},\qquad Q_S=W\int_0^L\left(1-\frac{x}{L}\right)Q_i'\,dx. \tag{5}$$

These are the Ward-Dutton charges. The weights follow from continuity and from the fact that (1) is an $x$-derivative of a function of $u$. Nothing so far has required the voltages to vary slowly in time.

The quasi-static approximation comes next: the steady profile belonging to the instantaneous terminal voltages is inserted into $Q_D$ and $Q_S$. They then become functions of those voltages and have capacitances.

## Charges below saturation

In steady state $I$ is independent of $x$. Integrating (1) from the source to $x$, and then to $L$, gives $s^2-u^2\propto x$ and $s^2-d^2\propto L$ with the same factor. Therefore

$$\frac{x}{L}=\frac{s^2-u^2}{s^2-d^2},\qquad \frac{dx}{L}=-\frac{2u\,du}{s^2-d^2}. \tag{6}$$

As $x$ goes from $0$ to $L$, $u$ goes from $s$ to $d$. Reversing the limits removes the minus sign. The total mobile charge is

$$Q_I=-\frac{2C}{s^2-d^2}\int_d^s u^2du
=-\frac{2C}{3}\,\frac{s^3-d^3}{s^2-d^2}
=-\frac{2C}{3}\,\frac{s^2+sd+d^2}{s+d}. \tag{7}$$

With fixed depletion charge, neutrality gives $Q_G=-Q_I+\text{constant}$.

The drain charge carries the extra weight $x/L$:

$$Q_D=-\frac{2C}{(s^2-d^2)^2}\int_d^s(s^2-u^2)u^2\,du
=-\frac{2C}{(s^2-d^2)^2}\left[\frac{s^2(s^3-d^3)}3-\frac{s^5-d^5}5\right].$$

Over a common denominator the bracket is $(2s^5-5s^2d^3+3d^5)/15$, and

$$2s^5-5s^2d^3+3d^5=(s-d)^2(2s^3+4s^2d+6sd^2+3d^3).$$

Multiplying out the right side confirms this: the $s^4d$, $s^3d^2$ and $sd^4$ terms cancel. Since $(s^2-d^2)^2=(s-d)^2(s+d)^2$,

$$Q_D=-\frac{2C}{15}\,\frac{2s^3+4s^2d+6sd^2+3d^3}{(s+d)^2}. \tag{8}$$

For $s=d$ this gives $-Cs/2$, half the charge of a uniform channel.

## The two responses below saturation

The drain voltage enters through $d$ alone, with $\partial d/\partial V_D=-1$. The minus sign in the definition of $C_{gd}$ cancels this one:

$$C_{gd}=\frac{\partial Q_G}{\partial d}
=\frac{2C}{3}\,\frac{(s+2d)(s+d)-(s^2+sd+d^2)}{(s+d)^2}
=\frac{2C}{3}\,\frac{2sd+d^2}{(s+d)^2}. \tag{9}$$

The gate voltage raises $s$ and $d$ equally, so $C_{dg}=-(\partial_s+\partial_d)Q_D$. Call the numerator in (8) $N$. Then

$$(\partial_s+\partial_d)N=10s^2+20sd+15d^2,\qquad
(\partial_s+\partial_d)(s+d)^{-2}=-4(s+d)^{-3}.$$

The product rule gives the combination

$$(10s^2+20sd+15d^2)(s+d)-4N=2s^3+14s^2d+11sd^2+3d^3.$$

With $\eta=d/s$, the two results are

$$\frac{C_{gd}}C=\frac23\,\frac{2\eta+\eta^2}{(1+\eta)^2},\qquad
\frac{C_{dg}}C=\frac2{15}\,\frac{2+14\eta+11\eta^2+3\eta^3}{(1+\eta)^3}. \tag{10}$$

At zero drain-source voltage, $\eta=1$ and both equal $1/2$. They separate as the drain bias grows. Finite differences of charges obtained by direct quadrature agree with (10) and give:

| $\eta$ | $C_{gd}/C$ | $C_{dg}/C$ |
|---|---|---|
| 0.9 | 0.482 | 0.500 |
| 0.5 | 0.370 | 0.479 |
| 0.1 | 0.116 | 0.352 |
| 0.001 | 0.001 | 0.268 |

For small $\eta$, expansion of (10) gives

$$\frac{C_{gd}}C\simeq\frac43\eta,\qquad \frac{C_{dg}}C\simeq\frac4{15}+\frac{16}{15}\eta .$$

The first tends to zero and the second does not.

## Saturation

At $V_{DS}=s$ the overdrive at the drain end reaches $d=0$. In the ideal long-channel model, any further drain voltage falls across a pinched region of negligible length. The rest of the channel keeps the boundary values $u=s$ and $u=0$, so (6) becomes

$$u=s\sqrt{1-x/L}.$$

With $y=1-x/L$, the charges can be found directly:

$$Q_D=-Cs\int_0^1(1-y)\sqrt y\,dy=-Cs\left(\frac23-\frac25\right)=-\frac4{15}Cs,$$

$$Q_S=-Cs\int_0^1y^{3/2}dy=-\frac25Cs,\qquad Q_G=\frac23Cs+\text{constant}. \tag{11}$$

None of these contains $V_D$. Since $\partial s/\partial V_G=1$,

$$\boxed{C_{gd}=0,\qquad C_{dg}=-\frac{\partial Q_D}{\partial V_G}=\frac4{15}C.} \tag{12}$$

The derivative $\partial Q_D/\partial V_G$ itself is negative: a higher gate voltage brings more electrons into the channel. "Four fifteenths" is its magnitude relative to $C$.

Using also $\partial s/\partial V_S=-1$, the full matrix, with rows and columns in the order G, D, S, is

$$\frac{\mathbf C}{C}=\begin{pmatrix}2/3&0&2/3\\4/15&0&-4/15\\2/5&0&2/5\end{pmatrix}. \tag{13}$$

Two conditions check it. Charge conservation requires $C_{gg}=C_{dg}+C_{sg}$, and indeed $4/15+2/5=2/3$. A common shift of all three voltages must leave the charges unchanged, which requires $C_{dd}=C_{dg}+C_{ds}$, or $0=4/15-4/15$. Since $C_{dd}=0$ and $C_{dg}$ is positive, this second condition requires $C_{ds}$ to be negative.

The partition matters for the value $4/15$. An equal division of the charge would give $1/3$ in its place, while $C_{gg}$ and $C_{gd}$ would not change.

## Why the matrix need not be symmetric

Suppose the terminal charges were derivatives of a single function of the voltages, $Q_i=\partial F/\partial V_i$. Equality of mixed derivatives would then force $C_{gd}=C_{dg}$. Equation (12) shows that no such function exists for the saturated transistor. A network of ordinary two-terminal capacitors has a symmetric matrix, so it cannot reproduce (13).

## What $C_{dg}$ does to the drain current

A small gate signal $v_ge^{j\omega t}$ gives a second derivation, which uses neither the partition nor the quasi-static profile. Combining (1) and (2) gives

$$\frac{\partial u}{\partial t}=\frac\mu2\frac{\partial^2u^2}{\partial x^2}.$$

Write $u=u_0+\tilde u\,e^{j\omega t}$ with $u_0=s\sqrt y$, and keep first order in $\tilde u$:

$$j\omega\tilde u=\frac{\mu}{L^2}\frac{d^2(u_0\tilde u)}{dy^2}.$$

Now define $w=u_0\tilde u/(sv_g)$, so that $\tilde u=v_gw/\sqrt y$. Then

$$w''=j\omega\tau\,\frac{w}{\sqrt y},\qquad \tau=\frac{L^2}{\mu s},\qquad w(0)=0,\quad w(1)=1. \tag{14}$$

The first boundary condition holds the channel pinched at the drain. The second says that the full gate signal appears in $u$ at the source.

Since $\partial/\partial x=-(1/L)\,\partial/\partial y$, linearizing (1) gives a signal current $g_mv_g\,w'(y)$, where $g_m=\mu WC_{ox}s/L$.

For small $\omega\tau$, set $w=y+j\omega\tau w_1$. Then $w_1''=\sqrt y$ with $w_1(0)=w_1(1)=0$. Two integrations give

$$w_1=\frac4{15}\left(y^{5/2}-y\right).$$

At the drain, $w'(0)=1-\tfrac4{15}j\omega\tau$. Because $g_m\tau=WLC_{ox}=C$,

$$i_D=\left(g_m-j\omega\,\frac4{15}C\right)v_g. \tag{15}$$

At the source, $w'(1)=1+\tfrac25j\omega\tau$, which reproduces $C_{sg}=\tfrac25C$. A numerical solution of (14) at $\omega\tau=0.01$ gives 0.26667 and 0.40000 for the two fractions.

Equation (15) shows what $C_{dg}$ means: to first order in frequency, the drain current lags the gate voltage by $\omega C_{dg}/g_m=\tfrac4{15}\omega\tau$. The expansion requires $\omega\tau\ll1$.

## A worked example

Take $W=10$ µm, $L=2$ µm, an oxide of 4 nm, $V_T=0.45$ V, $V_{GS}=1.0$ V, $V_{DS}=1.8$ V and $\mu=300$ cm²/Vs. The overdrive is $s=1.0-0.45=0.55$ V. The drain voltage exceeds it, so the device is saturated.

The oxide capacitance is 8.633 fF/µm², and the area is 20 µm²:

$$C=8.633\times20=172.7\ \text{fF},\qquad C_{dg}=\frac4{15}\times172.7=46.0\ \text{fF}.$$

Likewise $C_{gg}=115.1$ fF and $C_{sg}=69.1$ fF.

Let the gate rise at 10 V/µs with source and drain held fixed. The charging currents are

$$\begin{aligned}
\text{gate:}&\quad +115.1\ \text{fF}\times10\ \text{V/µs}=+1.151\ \text{µA},\\
\text{drain:}&\quad -46.0\ \text{fF}\times10\ \text{V/µs}=-0.460\ \text{µA},\\
\text{source:}&\quad -69.1\ \text{fF}\times10\ \text{V/µs}=-0.691\ \text{µA}.
\end{aligned}$$

They add to zero. The drain and source values are added to the transport currents $\pm I_T$, which also change as the gate rises.

If instead the drain rises at 10 V/µs with the gate held fixed, the intrinsic gate current is zero. An overlap capacitance of 0.3 fF per µm of width, a rough assumed value, gives 3.0 fF and a gate current of $-0.030$ µA.

For the phase lag, $g_m=0.712$ mS and $\tau=C/g_m=0.242$ ns. At 100 MHz, $\omega\tau=0.152$, so the lag is $(4/15)\times0.152=0.041$ rad, or 2.3°. The numerical solution of (14) at this frequency also gives 2.3°.

## How far the ideal fractions hold

A charge-sheet model adds diffusion and a depletion charge that varies along the channel, and it imposes no pinch-off condition. Its limit checks (13). With a body factor of 0.01 V$^{1/2}$, $V_G=21$ V and $V_D=27$ V, used as a mathematical limit and not as an operating point, all nine entries agree with (13) to within $0.0016\,C$.

For the example, with body doping $3\times10^{17}$ cm⁻³ and the flat-band voltage set to give $V_T=0.45$ V at 300 K, the same model gives $C_{dg}=0.239\,C$. This is about 11% below $4/15$. At 398 K, with terminal voltages and flat-band voltage held fixed, it gives $0.234\,C$, about 12% below.

The computed $C_{gd}$ prints as zero at both temperatures. In this model the mobile charge at the drain end retains a factor $\exp(-V_D/\phi_t)$, where $\phi_t$ is the thermal voltage. The printed zero therefore means a value too small for the numerical difference to resolve.

Diffusion does not upset the partition. For fixed depletion charge it replaces $u$ by $u+\phi_t$ in front of $\partial u/\partial x$ in (1), and the current remains an $x$-derivative of a function of $u$. Velocity saturation does upset it: the mobility then depends on $\partial V/\partial x$, and the average (3) is no longer fixed by the end values.

## Comparison with a real device

The parameters are rough typical values for a long analog transistor in a 180 nm CMOS process. The length is deliberately far above the minimum. The assumption most plainly broken for $C_{gd}$ is the absence of drain coupling outside the ideal channel. Overlap contributes about 3 fF.

Channel-length modulation adds a further contribution. A rough estimate of the pinched length, quoted here without derivation, is

$$\Delta L=\lambda\,\operatorname{arsinh}\frac{V_{DS}-s}{\lambda E_c},\qquad \lambda=\sqrt{\epsilon_{Si}t_{ox}x_j/\epsilon_{ox}},\qquad E_c=2v_{sat}/\mu .$$

With junction depth $x_j=100$ nm and $v_{sat}=8\times10^6$ cm/s, it gives $\Delta L\approx90$ nm, or 4.5% of $L$. The loss of gate charge, taken as $\tfrac23Cs\,\Delta L/L$, then gives a $C_{gd}$ of order 0.9 fF. The gate charge above the pinched region also falls as the drain voltage rises. The estimate of $\Delta L$ corresponds to a potential $V=s+\lambda E_c\sinh(z/\lambda)$ at distance $z$ beyond the pinch-off point. Integrating $WC_{ox}(s-V)$ over the pinched region and differentiating with respect to $V_D$ gives a further contribution $WC_{ox}\lambda\tanh(\Delta L/\lambda)\approx3.0$ fF. With overlap, the total is roughly 7 fF, against an ideal value of zero.

For $C_{dg}$, the charge-sheet fraction lowers 46 fF to $0.239\times172.7\approx41$ fF. An electron layer centred 1 nm below the oxide lowers the capacitance by about 8%, and depletion in a gate doped to $10^{20}$ cm⁻³ by about 5%. The abrupt-depletion formula gives only 3%, but its width, 0.4 nm, is no larger than the screening length in the gate, so it underestimates the loss. Treated as independent factors, these leave roughly 36 fF for the intrinsic part. Overlap is an ordinary two-terminal capacitance, so it adds its 3 fF to $C_{dg}$ as well as to $C_{gd}$, which brings $C_{dg}$ to about 39 fF. Channel-length modulation also acts on $C_{dg}$. In the same rough estimate, the gate charge above the pinched region adds about 3 fF and the shortening of the channel removes about 2 fF, so the total changes little. The velocity-saturation parameter $s/(E_cL)$ is 5%, so a correction of a few per cent may be expected as well.

The mobility also falls as the gate field rises. If it follows $\mu_0/(1+\theta u)$, the current is still an $x$-derivative of a function of $u$ and the partition survives, but the profile changes. For an assumed $\theta$ of 0.25 to 0.5 V⁻¹, $C_{dg}$ falls by 3 to 6%. In the silicon, the potential assumed for the pinched region reaches a field of about 0.36 MV/cm at the drain. Without a lightly doped drain extension, that is high enough for impact ionisation to send a current of order 1% of the drain current into the substrate. This is a transport current and does not enter the capacitances, but it can exceed the charging currents of the example. Oxide breakdown and gate leakage are not a concern. The oxide field at the source end is 1.9 MV/cm, against a breakdown field of roughly 10 MV/cm. A tunnelling estimate gives a gate leakage of order $10^{-18}$ A. Tunnelling masses between 0.32 and 0.50 of the free-electron mass shift this by about two orders of magnitude either way, but it stays negligible beside the charging currents. The ideal electron density at the source end, $C_{ox}s/e$, is 0.72 of the thermal density of states of the lowest subband. The charge-sheet model gives a lower density, about 0.53 of it. Neither is small compared with one, so the non-degenerate statistics in the charge-sheet correction are approximate.

A short channel changes the picture. At $L=0.18$ µm, with everything else held fixed, the ideal $C_{dg}$ falls in proportion to $L$ to $46.0\times0.09\approx4.1$ fF, while the overlap stays at 3 fF. The velocity-saturation parameter rises to about 57%. The long-channel derivation of $4/15$ then no longer applies, and overlap is comparable with the intrinsic term. The remaining computed values are in the numerical output below.

## Computed results

```
INPUTS (rough typical values)
W = 10.0 um, L = 2.0 um, oxide = 4.0 nm
V_T = 0.45 V, V_GS = 1.00 V, V_DS = 1.80 V
mobility = 300 cm2/Vs, body doping = 3.0e+17 cm^-3
TESTS
eta = 0.900: C_gd/C = 0.48199, C_dg/C = 0.49953
eta = 0.500: C_gd/C = 0.37037, C_dg/C = 0.47901
eta = 0.100: C_gd/C = 0.11570, C_dg/C = 0.35192
eta = 0.001: C_gd/C = 0.00133, C_dg/C = 0.26773
saturated Q_G, Q_D, Q_S over C*overdrive = [ 0.66667 -0.26667 -0.4    ]
partition identity error at omega*tau = 2: 2.3e-12
from continuity: C_dg/C = 0.26667, C_sg/C = 0.40000
charge-sheet limit, largest matrix error / C = 0.0016
EXAMPLE
oxide capacitance per area = 8.633 fF/um2
total oxide capacitance C = 172.66 fF
overdrive = saturation voltage = 0.55 V
row G, columns G D S = 115.10, 0.00, 115.10 fF
row D, columns G D S = 46.04, 0.00, -46.04 fF
row S, columns G D S = 69.06, 0.00, 69.06 fF
g_m = 0.7122 mS, transit scale tau = 0.2424 ns
voltage ramp = 10.0 V/us
gate ramp: drain charging current = -0.4604 uA
drain ramp: overlap gate current = -0.0300 uA
omega*tau at 100 MHz = 0.1523
phase lag: continuity 2.327 deg, C_dg formula 2.327 deg
NEGLECTED EFFECTS
body factor = 0.3655 V^0.5, flat band = -0.7851 V
charge sheet 300 K: C_dg/C = 0.2386, C_gg/C = 0.6572, |C_gd|/C = 0.0e+00
charge sheet 398 K: C_dg/C = 0.2344, C_gg/C = 0.6496, |C_gd|/C = 0.0e+00
overlap C_gd (0.3 fF/um assumed) = 3.00 fF
pinched length = 90.4 nm, 4.52 % of L
length-modulation C_gd scale = 0.868 fF
velocity-saturation ratio = 5.16 %
capacitance loss: 1 nm centroid 7.7 %, gate depletion 3.3 %
source-end oxide field = 1.922 MV/cm
tunnelling exponent = 43.7, gate leakage scale = 9.6e-19 A
source sheet density = 2.96e+12 cm^-2
density / thermal 2D state density = 0.722
```
